# Why Electron-Impact Dissociation Produces Hot Neutral Atoms in Molecular Plasmas

**Question.** The gas in a low-pressure molecular plasma may be only slightly warmer than the chamber wall. No electric field accelerates a neutral atom, and an electron is too light to give it much energy by a direct knock. Why, then, are there neutral atoms with energies of electronvolts, how is that energy divided between the fragments, and how many such atoms survive the collisions that cool them?

## The energy comes from the molecule's repulsion

Consider a molecule AB struck by an electron of energy \(\varepsilon\), mass \(m_e\). One way to transfer energy is recoil. If the electron's momentum changes from \(\mathbf p_i\) to \(\mathbf p_f\), a molecule of mass \(M\), initially at rest, takes up \(\mathbf p_i-\mathbf p_f\). The length of this vector is at most \(p_i+p_f\), so

\[
E_{\rm recoil}\le\frac{(p_i+p_f)^2}{2M}
=\frac{m_e}{M}\left(\sqrt{\varepsilon}+\sqrt{\varepsilon-W}\right)^2 ,
\]

where \(W\) is the energy lost by the electron. For H\(_2\), with \(\varepsilon=15.8\) eV and \(W=9.8\) eV, the bound is 11 meV. Recoil can't supply electronvolts.

The other way is electronic excitation. The electron changes the state of the molecule's own electrons, and with it the potential in which the nuclei move. Let \(V_X(R)\) be the ground-state curve and \(V_b(R)\) a repulsive curve, both zero for separated ground-state atoms. The nuclei hardly move during the excitation. They find themselves at nearly their old separation, but on a curve that pushes them apart.

The molecule starts in its lowest vibrational state, at energy \(-D_0\), where \(D_0\) is the dissociation energy. Without rotation and recoil, energy conservation reads \(-D_0+W=K\), or

\[
K=W-D_0 .
\]

Here \(K\) is the final kinetic energy of relative motion. If a fragment were left electronically or internally excited, that energy would also have to be subtracted. The excess \(K\) is positive because the vertical step reaches a point on \(V_b\) well above the separated atoms. The electron pays for more than breaking the bond, and the surplus becomes motion.

## How much energy is released

The separation \(R\) isn't sharp, so neither is \(K\). Let \(\chi_0(R)\) be the normalized radial vibrational function, with \(\int\chi_0^2\,dR=1\), and let \(\mu=m_Am_B/(m_A+m_B)\). The two nuclear Hamiltonians are

\[
H_X=\hat T+V_X,\qquad H_b=\hat T+V_b,\qquad
\hat T=-\frac{\hbar^2}{2\mu}\frac{d^2}{dR^2}.
\]

The Condon approximation takes the electronic excitation amplitude to be independent of \(R\). The nuclear state on the new curve is then still \(\chi_0\), and the probability of release \(K\) is its overlap squared with the eigenstate of \(H_b\) at energy \(K\). The moments of this distribution follow without finding those eigenstates. Since \(H_b=H_X+V_b-V_X\) and \(H_X\chi_0=-D_0\chi_0\),

\[
H_b\chi_0=k(R)\chi_0,\qquad k(R)=V_b(R)-V_X(R)-D_0 .
\]

Taking the overlap with \(\chi_0\), and then the squared length of \(H_b\chi_0\), gives

\[
\langle K\rangle=\int k\,\chi_0^2\,dR,\qquad
\langle K^2\rangle=\int k^2\chi_0^2\,dR .
\]

Within the Condon approximation, the mean and variance are therefore those of the vertical energy gap, shifted by \(D_0\). The mean can also be written using \(-D_0=\langle\hat T\rangle+\langle V_X\rangle\):

\[
\langle K\rangle=\langle V_b\rangle+\langle\hat T\rangle .
\]

The nuclei keep the kinetic energy they had in the zero-point vibration, and it must be added to the potential energy released.

The third moment shows where the picture of independent vertical jumps stops being exact. Write \(\delta=k-\langle K\rangle\), so that \((H_b-\langle K\rangle)\chi_0=\delta\chi_0\). Since \(H_b-\langle K\rangle=\delta+H_X+D_0\),

\[
\kappa_3=\langle(K-\langle K\rangle)^3\rangle
=\langle\delta^3\rangle+\int\delta\chi_0(H_X+D_0)(\delta\chi_0)\,dR .
\]

In the last integral, \((H_X+D_0)\chi_0=0\) leaves the terms in which \(\hat T\) differentiates \(\delta\):

\[
(H_X+D_0)(\delta\chi_0)=-\frac{\hbar^2}{2\mu}(\delta''\chi_0+2\delta'\chi_0').
\]

Multiplication by \(\chi_0\) turns the bracket into \((\delta'\chi_0^2)'\). One integration by parts, with \(\chi_0\) vanishing at the ends, gives

\[
\kappa_3=\langle\delta^3\rangle+\frac{\hbar^2}{2\mu}\langle k'^2\rangle .
\]

The added term is positive. It arises because \(\hat T\) does not commute with a gap that varies with \(R\).

After excitation \(\langle H_b\rangle\) is conserved. As the fragments separate, \(V_b\to0\), and the whole of \(\langle K\rangle\) appears as kinetic energy. No collision with another molecule is needed.

## How the fragments share it

Let \(M=m_A+m_B\), \(\mathbf V\) the velocity of the molecule's centre of mass and \(\mathbf u\) the final relative velocity. Then

\[
\mathbf v_A=\mathbf V+\frac{m_B}{M}\mathbf u,\qquad
\mathbf v_B=\mathbf V-\frac{m_A}{M}\mathbf u .
\]

These expressions preserve the total momentum and have the difference \(\mathbf u\). Squaring the first and using \(K=\mu u^2/2\) gives

\[
E_A=\frac{m_A}{2}V^2+\mu\,\mathbf V\cdot\mathbf u+\frac{m_B}{M}K .
\]

For a molecule at rest, A receives \(m_BK/M\) and B receives \(m_AK/M\). The momenta are equal and opposite, so the lighter fragment has the larger energy. With a mass ratio of 1:12 the light one takes 92%; two equal atoms take half each.

In a gas at temperature \(T\), the cross term averages to zero for isotropic fragment directions, while \(\langle MV^2/2\rangle=3k_BT/2\). Thus

\[
\langle E_A\rangle=\frac{m_B}{M}\langle K\rangle+\frac{m_A}{M}\frac{3k_BT}{2}.
\]

The cross term still broadens the energies. One component of \(\mathbf V\) has variance \(k_BT/M\), so at fixed \(K\) the variance of \(\mu\mathbf V\cdot\mathbf u\) is \(\mu^2u^2k_BT/M=2\mu Kk_BT/M\). For equal masses this is \((K/2)k_BT\), a standard deviation of \(\sqrt{(K/2)k_BT}\). It far exceeds \(k_BT\) when \(K\gg k_BT\), because a small velocity is added to a large one before squaring.

## Which releases the plasma electrons favour

A larger release needs a larger loss \(W=K+D_0\), and fewer electrons can afford it. Let the electrons be Maxwellian with temperature \(T_e\) in energy units. The rate of a channel is proportional to \(\int_W^\infty\varepsilon\sigma e^{-\varepsilon/T_e}d\varepsilon\). As a simple threshold law take \(\sigma=\sigma_0(1-W/\varepsilon)\), with the same \(\sigma_0\) for all \(K\). With \(x=\varepsilon-W\),

\[
\int_W^\infty\sigma_0(\varepsilon-W)e^{-\varepsilon/T_e}d\varepsilon
=\sigma_0e^{-W/T_e}\int_0^\infty xe^{-x/T_e}dx
=\sigma_0T_e^2e^{-W/T_e}.
\]

The constant \(D_0\) drops out on normalization, leaving the weight \(e^{-K/T_e}\). With \(\beta=1/T_e\), the weighted mean is \(-d\ln\langle e^{-\beta K}\rangle/d\beta\). Expanding the logarithm as \(-\beta\langle K\rangle+\beta^2\kappa_2/2-\beta^3\kappa_3/6+\dots\), where \(\kappa_2\) is the variance, gives

\[
\langle K\rangle_{T_e}\simeq\langle K\rangle-\frac{\kappa_2}{T_e}+\frac{\kappa_3}{2T_e^2}.
\]

In this model hotter electrons raise the release towards the unweighted mean. They do not add their temperature to the fragments. The expansion needs \(T_e\) to be large compared with the spread of \(K\), or at least large enough for the later terms to be small.

## How elastic collisions remove the excess

Let a hot atom of mass \(m\) collide with gas molecules of mass \(M_g\) at a frequency \(\nu\) independent of speed, and let scattering be isotropic in the centre-of-mass frame. With target velocity \(\mathbf V_g\), relative speed \(w\) and a random unit vector \(\hat{\mathbf n}\), the new velocity is

\[
\mathbf v'=\frac{m\mathbf v+M_g\mathbf V_g}{m+M_g}+\frac{M_g}{m+M_g}w\hat{\mathbf n}.
\]

Average \(mv'^2/2\) over \(\hat{\mathbf n}\) and over thermal targets. The cross terms vanish, \(\langle w^2\rangle=v^2+\langle V_g^2\rangle\), and \(\langle V_g^2\rangle=3k_BT/M_g\). Hence

\[
\langle E'\rangle=\frac{m^2+M_g^2}{(m+M_g)^2}E+
\frac{2mM_g}{(m+M_g)^2}\frac{3k_BT}{2}.
\]

The two coefficients add to one. Subtracting \(3k_BT/2\) gives

\[
\langle E'\rangle-\tfrac32k_BT=(1-\kappa)\left(E-\tfrac32k_BT\right),\qquad
\kappa=\frac{2mM_g}{(m+M_g)^2}.
\]

The mean excess thus decays as \(e^{-\kappa\nu t}\). If atoms are produced steadily with mean energy \(E_0\) and lost with an energy-independent lifetime \(\tau\), their ages have the density \(e^{-t/\tau}/\tau\), and the steady excess is

\[
\Delta E=\left(E_0-\tfrac32k_BT\right)\int_0^\infty\frac{e^{-t/\tau}}{\tau}e^{-\kappa\nu t}dt
=\frac{E_0-\frac32k_BT}{1+\kappa\nu\tau}.
\]

For \(\kappa\nu\tau\ll1\) atoms leave nearly as hot as they were born. For the mean energy to be almost thermal, the excess must be small compared with \(k_BT\), which needs the stronger condition \(\kappa\nu\tau\gg E_0/k_BT\). That average, however, hides a small group of newborn atoms.

To count them, choose a threshold \(E^*\gg k_BT\) and neglect target motion. The velocity formula then gives

\[
E'=E[1-\kappa(1-\cos\theta)].
\]

Isotropic scattering makes \(\cos\theta\) uniform, so \(E'\) is uniform between \(\alpha E\) and \(E\), with \(\alpha=[(M_g-m)/(M_g+m)]^2\). Let \(g(E)\) be the mean time spent above \(E^*\), in units of \(1/\nu\), by an atom born at \(E\). It waits one unit on average for its first collision, then continues from \(E'\) if it is still hot. For \(E^*\le E\le E^*/\alpha\),

\[
g(E)=1+\frac{1}{(1-\alpha)E}\int_{E^*}^{E}g(E')\,dE' .
\]

Multiplying by \(E\) and differentiating gives \(g+Eg'=1+g/(1-\alpha)\), or

\[
E\frac{dg}{dE}=1+ag,\qquad a=\frac{\alpha}{1-\alpha}.
\]

Just above threshold \(g=1\), since the integral vanishes. Separating variables yields \(1+ag=(1+a)(E/E^*)^a\). Since \((1+a)/a=1/\alpha\),

\[
g(E)=\frac{(E/E^*)^a-(1-\alpha)}{\alpha}.
\]

Below threshold \(g=0\). If \(S\) atoms are produced per unit volume and time, their density is \(N=S\tau\) and the hot density is \(N_{\rm hot}=S\langle g\rangle/\nu\), provided few are lost while cooling. Therefore

\[
\frac{N_{\rm hot}}{N}=\frac{\langle g\rangle}{\nu\tau}.
\]

The production rate cancels, and the electron density with it, as long as \(\tau\), \(\nu\) and the release distribution are held fixed. More electrons make more hot atoms and more cold ones in the same proportion.

## Hydrogen: from the curves to the number

Take H\(_2\) excited to its lowest triplet state, b, which dissociates into two ground-state atoms. Both curves were computed by full configuration interaction in the aug-cc-pVTZ basis. This treats the two electrons completely within that basis, but leaves out the remaining basis error and relativistic and non-adiabatic effects. The vibrational problem was then solved on a grid.

The computed dissociation energy is \(D_0=4.44\) eV. The mean release before electron weighting is 5.80 eV, with a standard deviation of 1.22 eV. The average of \(V_b\) alone is 5.66 eV; the missing 0.13 eV is the zero-point kinetic energy. The spectrum of \(H_b\), found on a separate grid, gives the same mean. Its third central moment is 0.658 eV\(^3\), as the corrected formula requires, whereas the vertical gap alone gives \(-0.130\) eV\(^3\). The derivative term changes even the sign of the skewness.

A wave packet started on \(V_b\) has less than 1% of its mean release left as potential energy after 5.1 fs. Its final kinetic energy is 5.80 eV.

For \(T_e=3\) eV the weighting formula gives

\[
\langle K\rangle_{T_e}\simeq5.796-\frac{(1.220)^2}{3}+\frac{0.658}{2(3)^2}
\simeq5.34\ \text{eV}.
\]

The full weighted spectrum gives 5.33 eV, so the mean electron loss is \(5.33+4.44=9.77\) eV. At 2 eV the same three-term formula gives about \(5.796-0.744+0.082\simeq5.13\) eV: colder electrons lower the release modestly.

At a gas temperature of 400 K, \(k_BT=0.0345\) eV. Each atom is born with

\[
E_0=\frac{5.333}{2}+\frac34(0.0345)\simeq2.69\ \text{eV}.
\]

The molecule's thermal motion spreads this by about 0.30 eV at fixed release, although it adds just 0.026 eV to the mean.

Now put the atoms in H\(_2\) at 100 mTorr, where the gas density is \(2.41\times10^{15}\) cm\(^{-3}\). With a rough rate coefficient of \(7\times10^{-10}\) cm\(^3\)/s, taken to be the same at all energies, \(\nu=1.69\times10^6\) s\(^{-1}\), or one collision per 0.59 µs. This is about \(10^8\) times longer than the separation of the fragments, which is why release and cooling can be treated as successive events.

For H in H\(_2\), \(M_g=2m\), so \(\kappa=4/9\), \(\alpha=1/9\) and \(a=1/8\). The mean excess cools in \(1/(\kappa\nu)=1.33\) µs. With an atom lifetime of 1 ms, \(\kappa\nu\tau\simeq751\), and

\[
\Delta E\simeq\frac{2.692-0.052}{752}\simeq3.5\ \text{meV},
\]

equivalent to 27 K in mean energy. A measurement of mean energy alone would barely reveal the hot group.

Set the hot threshold at 1 eV. An atom born at 2.69 eV has

\[
g=9(2.69)^{1/8}-8\simeq2.19 .
\]

A random-collision simulation with cold targets gives 2.18. Averaging over the weighted release spectrum gives \(\langle g\rangle=2.15\), slightly less, and therefore

\[
\frac{N_{\rm hot}}{N}=\frac{2.15}{(1.69\times10^6)(10^{-3})}
\simeq1.3\times10^{-3}.
\]

About one H atom in 800 is above 1 eV. In a Maxwellian gas at 400 K the fraction would be \(1.6\times10^{-12}\), nearly a billion times smaller. The hot atoms are not the tail of the gas temperature. In this model they are recent dissociation products still on their way down.

## What a real reactor changes

The pressure, gas temperature and electron temperature are rough values for a low-pressure hydrogen processing plasma. The lifetime is the least transferable input, because it depends on geometry and on how readily the wall removes atoms. For a 10 cm gap between wide, fully absorbing plates, the thermal diffusion time would be 0.35 ms. The chosen 1 ms therefore implies walls that return many atoms. Replacing it by 0.35 ms in the formula raises the hot fraction by a factor \(1/0.346\), to about 0.37%. This is an estimate, since the diffusion time is not exactly the mean lifetime and some atoms reach the plates while still hot. Following random collisions across the gap gives a mean lifetime of 0.29 ms and a hot fraction of about 0.40%, with about 13% of the atoms reaching a plate above 1 eV.

Pressure enters through \(\nu\). At fixed temperature, rate coefficient and lifetime, the hot fraction varies as \(1/p\). If diffusion to absorbing walls sets the lifetime, \(\tau\) itself grows as \(p\), and the fraction varies as \(1/p^2\). Neither law survives to arbitrarily low pressure. At 100 mTorr the initial mean free path is 1.3 cm, and about 7% of atoms produced uniformly in the gap reach a plate without a collision. At 10 mTorr the path would be 13 cm, longer than the gap; the wall would then end nearly half of the first flights, and an energy-independent lifetime would no longer describe the loss.

Several approximations affect the release. All molecules were taken to start in the lowest vibrational state; vibrationally excited ones, which a plasma also contains, can be dissociated with a smaller electron loss and release less energy on average: from \(v=1\) the mean release is about 5.66 eV unweighted and 4.47 eV at \(T_e=3\) eV. Going from the double- to the triple-zeta basis changes the vertical gap by 0.08 eV. Going on to quadruple zeta, judged from the two curves at 1.45 bohr, raises \(D_0\) by about 0.03 eV and lowers the release by about 0.01 eV, so the last digit of 4.44 and 5.80 eV is not converged. A trial electronic amplitude rising by 30% per bohr lowers the unweighted mean by 0.12 eV. A step threshold law gives 5.43 eV in place of 5.33 eV. Rotation adds energy of order \(k_BT\), and electron recoil can shift one fragment by at most 0.24 eV through the cross term, for the electron considered at the start. Real electron distributions need not be Maxwellian; dropping the exponential weight altogether would return the mean to 5.80 eV.

Higher electronic states can shift the release by a similar amount. The next triplet lies 12.4 eV above the ground state at 1.4 bohr in a double-zeta basis with added diffuse functions (12.5 eV in a triple-zeta one), and its Boltzmann factor relative to b at that distance is 0.53. Suppose it had the same excitation strength and then radiated to b at about 1.93 bohr, where \(V_b=3.06\) eV. That distance comes from a fit to the lowest triplet energy above b, which belongs to two different states: the one considered here, with its minimum at about 1.87 bohr, and another that is lower beyond about 1.9 bohr and can't radiate to b by an electric dipole. At 1.87 bohr \(V_b\) is 3.29 eV, which would raise the estimate below by about 0.1 eV. The mean release would become about \((5.33+0.53\times3.06)/1.53\simeq4.5\) eV. This is a scenario, not a prediction of the branching, and it ignores the vibrational levels populated in the upper state. Including them lowers the rate ratio to about 0.46 and gives a mean of 4.6 eV, or 4.3 eV if emission is weighted by the cube of the photon energy with a constant dipole. The energy per atom could thus fall by some 0.35 to 0.5 eV while the atoms remained hot.

Cooling has its own corrections. Target motion at 400 K raises the simulated time above 1 eV by about 3%. Vibrational excitation of H\(_2\) would take 0.52 eV per quantum, against a mean elastic loss of \(0.444\times2.69\simeq1.2\) eV in the first collision, so frequent inelastic collisions would shorten the hot stage. Forward-peaked scattering leaves the mean cooling rate unchanged if \(\nu\) is the momentum-transfer frequency, since the cold-target loss is proportional to \(1-\cos\theta\). It does change the distribution of losses, and hence \(g\), though only slightly here: in the limit of many small losses \(g=\ln(E/E^*)/\kappa\simeq2.23\), against 2.19. Reactive exchange, in which the hot atom takes the place of one of the atoms in H\(_2\), is left out. So are fast atoms that come from ions, through reactions in the gas or neutralization at the wall.

The numerical output below gives the computed values to more digits than these model uncertainties warrant.

## Calculated quantities

```
Dissociation energy D0: 4.4375 eV
Mean H2 distance in v=0: 1.4517 bohr
Vertical gap at 1.4 bohr: 10.592 eV
Mean release before electron weighting, k(R): 5.7956 eV
Mean release, spectrum: 5.7956 eV
Mean using V_b alone: 5.6621 eV
Release standard deviation: 1.2202 eV
Third moment, spectrum: 0.65786 eV^3
Third moment, corrected formula: 0.65785 eV^3
Third moment without derivative term: -0.12953 eV^3
Time to leave 1% potential energy: 5.128 fs
Final wave-packet kinetic energy: 5.7952 eV
Light-fragment share for mass ratio 1:12: 0.92308
Electron temperature: 3 eV
Mean release in plasma: 5.3328 eV
Mean release, three-cumulant estimate: 5.3358 eV
Mean electron loss: 9.7703 eV
Mean initial energy per H atom: 2.6923 eV
Thermal spread of fragment energy: 0.30317 eV
Gas temperature: 400 K
Gas pressure: 100 mTorr
Gas density: 2.4141e+15 cm^-3
Momentum-transfer rate coefficient: 7e-10 cm^3/s
Collision frequency: 1.6899e+06 s^-1
Mean time between collisions: 0.59176 us
Elastic energy-loss fraction per collision: 0.44444
Mean-energy cooling time: 1.3314 us
Atom lifetime: 1 ms
Hot-atom threshold: 1 eV
Mean collision times above threshold: 2.1479
Hot-atom fraction: 0.001271
Maxwellian fraction above threshold: 1.5545e-12
Steady mean-energy excess: 3.5111 meV
Equivalent temperature excess: 27.163 K
Single-energy residence, formula: 2.1861
Single-energy residence, cold simulation: 2.1837
Single-energy residence, 400 K simulation: 2.2575
Initial atom speed at mean energy: 2.2705e+06 cm/s
Initial mean free path: 1.3436 cm
Reactor gap: 10 cm
Uncollided wall-hit fraction: 0.06717
Thermal diffusion time to absorbing walls: 0.34591 ms
Vertical-gap shift, double to triple zeta: 0.082565 eV
Trial electronic-amplitude slope: 0.3 per bohr
Mean-release shift from that slope: -0.12313 eV
Mean release with step threshold law: 5.4343 eV
Next triplet vertical energy: 12.416 eV
Next triplet Boltzmann factor relative to b: 0.52907
Next triplet minimum distance: 1.9293 bohr
V_b at that distance: 3.0633 eV
Rotational energy scale kT: 0.034469 eV
Representative exciting-electron energy: 15.77 eV
Maximum molecular recoil at that energy: 11.22 meV
Maximum fragment shift from recoil cross term: 0.24461 eV
H2 first vibrational quantum: 0.51511 eV
```
